# Ambipolar Diffusion of Protons and Electrons in an Oxide Film

Hydrogen in an n-type oxide film can sit in the network as a proton, with its electron in the conduction band. Suppose that a process step has left more hydrogen on one side of the film than on the other, and that the film is then sealed and annealed. The electrons could level their profile almost at once, but they would leave the protons' charge behind. The resulting field holds the electrons back and pulls the protons forward. By how much does this speed up the protons?

## Setting and assumptions

Let \(p\) and \(n\) be the number densities of protons and conduction electrons, \(D_p\) and \(D_n\) their diffusivities, \(\mathbf E\) the electric field and \(e>0\) the elementary charge. The assumptions are:

1. The temperature \(T\), the permittivity \(\varepsilon\) and both diffusivities are uniform and constant.
2. Both species are dilute and nondegenerate, so that their mobilities are \(eD_p/kT\) and \(eD_n/kT\) (Einstein relation).
3. There is no other charge, fixed or mobile.
4. No reaction or trapping changes the number of protons or electrons.
5. Densities vary slowly over the electron Debye length \(\lambda_n\), where \(\lambda_n^2=\varepsilon kT/(e^2n)\), and any applied field is weak on the same scale, \(e|\mathbf E|\lambda_n\ll kT\).

The "bare" proton diffusivity is \(D_p\), the value tied to the proton mobility, which governs spreading without an internal field.

With \(\mathbf F=e\mathbf E/kT\), an inverse length, the particle fluxes are

\[
\mathbf J_p=-D_p(\nabla p-p\mathbf F),\qquad
\mathbf J_n=-D_n(\nabla n+n\mathbf F). \tag{1}
\]

The drift terms differ in sign because the charges do.

**Lemma 1 (meaning of neutrality).** The relative charge imbalance is \((p-n)/n=\lambda_n^2\,\nabla\cdot\mathbf F\).

*Proof.* Gauss's law is \(\nabla\cdot\mathbf E=e(p-n)/\varepsilon\). Multiplying by \(e/kT\) gives \(\nabla\cdot\mathbf F=e^2(p-n)/(\varepsilon kT)=(p-n)/(n\lambda_n^2)\). ∎

If \(\mathbf F\) is of the order of \(\nabla\ln n\), as found below, the imbalance is small whenever the profile is smooth on the scale \(\lambda_n\). One may then set \(p=n\) in the densities. One may not set \(\mathbf F=0\): a tiny imbalance sustains a field that matters.

## The theorem

**Theorem.** Under assumptions 1–5, to leading order in the Debye length, the common density \(c=p=n\) obeys

\[
\frac{\partial c}{\partial t}=D_a\nabla^2c,\qquad
D_a=\frac{2D_pD_n}{D_p+D_n}=\frac{2D_p}{1+D_p/D_n}. \tag{2}
\]

Hence \(D_a<2D_p\) for finite \(D_n\), and \(D_a\to2D_p\) as \(D_n/D_p\to\infty\).

*Proof.* Number conservation reads \(\partial p/\partial t=-\nabla\cdot\mathbf J_p\), and likewise for \(n\). Inserting (1) with \(p=n=c\), and dividing each equation by its diffusivity,

\[
\frac1{D_p}\frac{\partial c}{\partial t}=\nabla^2c-\nabla\cdot(c\mathbf F),\qquad
\frac1{D_n}\frac{\partial c}{\partial t}=\nabla^2c+\nabla\cdot(c\mathbf F).
\]

The sum contains no field:

\[
\left(\frac1{D_p}+\frac1{D_n}\right)\frac{\partial c}{\partial t}=2\nabla^2c .
\]

Since \(1/D_p+1/D_n=(D_p+D_n)/(D_pD_n)\), this is (2). ∎

**Remark (net current).** The proof nowhere sets the electric current to zero, but the step \(p=n\) needs the weak field of assumption 5. For fast electrons and a small ripple of wavenumber \(k\) along an applied field \(F_0\), the electron equation gives \(\delta n=\delta p/(1+k^2\lambda_n^2-ikF_0\lambda_n^2)\), and the decay rate at small \(k\) becomes \(D_pk^2(2+F_0^2\lambda_n^2)\). The extra term persists however smooth the profile is. In the example below \(F_0\lambda_n=1\) corresponds to about \(3\times10^4\) V/cm, or 1.5 V across the film, and the factor is then near 3. A current can still enter through the boundary conditions. At a contact that blocks protons but passes electrons, \(\mathbf J_p=0\) requires \(\nabla c=c\mathbf F\) along the normal, so a current imposes a density gradient there.

**Proposition 1 (mechanism).** If the net current vanishes, then

\[
\mathbf F=-\frac{D_n-D_p}{D_n+D_p}\nabla\ln c, \tag{3}
\]

and the ratio of drift to diffusion in the proton flux is \((D_n-D_p)/(D_n+D_p)\).

*Proof.* Zero current means \(\mathbf J_p=\mathbf J_n\), that is, \(D_p\nabla c-D_pc\mathbf F=D_n\nabla c+D_nc\mathbf F\). Collecting terms gives \((D_n+D_p)c\mathbf F=-(D_n-D_p)\nabla c\), which is (3). The proton drift flux is \(D_pc\mathbf F\) and the diffusion flux is \(-D_p\nabla c\); their ratio follows from (3). ∎

For fast electrons the ratio tends to one. The field points down the density gradient and moves as many protons as diffusion does, which is the origin of the factor 2. For \(D_n=D_p\) neither species runs ahead, the field vanishes, and \(D_a=D_p\).

**Numerical test.** Equations (1) were integrated in time together with Gauss's law, without imposing \(p=n\), in a sealed film of 50 cells with an initial 50 % cosine variation. The decay of the first cosine component gave \(D/D_p=0.9997\), 1.8175 and 1.9795 for \(D_n/D_p=1\), 10 and 100. Formula (2) gives 1.0000, 1.8182 and 1.9802. The computed fields gave drift-to-diffusion ratios of 0.0000, 0.8181 and 0.9801, against 0, 9/11 and 99/101 from Proposition 1.

## Other charge changes the factor

**Proposition 2.** Let a uniform fixed charge density \(eb\) be present (\(b>0\) for ionized donors), so that \(n=p+b\). A small perturbation \(\delta\) of uniform densities \(p_0,n_0\), in a uniform applied field \(\mathbf F_0\), obeys \(\partial\delta/\partial t=D\nabla^2\delta-\mathbf v\cdot\nabla\delta\) with

\[
D=\frac{D_pD_n(n_0+p_0)}{n_0D_n+p_0D_p},\qquad
\mathbf v=\frac{D_pD_n(n_0-p_0)}{n_0D_n+p_0D_p}\,\mathbf F_0. \tag{4}
\]

*Proof.* Because \(b\) is fixed and uniform, \(p=p_0+\delta\) and \(n=n_0+\delta\). Write \(\mathbf F=\mathbf F_0+\mathbf f\) and keep first-order terms:

\[
\frac1{D_p}\frac{\partial\delta}{\partial t}=\nabla^2\delta-\mathbf F_0\cdot\nabla\delta-p_0\nabla\cdot\mathbf f,\qquad
\frac1{D_n}\frac{\partial\delta}{\partial t}=\nabla^2\delta+\mathbf F_0\cdot\nabla\delta+n_0\nabla\cdot\mathbf f .
\]

Multiply the first by \(n_0\) and the second by \(p_0\), then add. The terms in \(\mathbf f\) cancel:

\[
\left(\frac{n_0}{D_p}+\frac{p_0}{D_n}\right)\frac{\partial\delta}{\partial t}
=(n_0+p_0)\nabla^2\delta-(n_0-p_0)\mathbf F_0\cdot\nabla\delta .
\]

Multiplying by \(D_pD_n\) and dividing by \(n_0D_n+p_0D_p\) gives (4). ∎

When \(n_0D_n\gg p_0D_p\), the first formula becomes

\[
D\simeq D_p\left(1+\frac{p_0}{n_0}\right). \tag{5}
\]

Donors add electrons that screen the protons, and the factor falls towards 1. Acceptors remove electrons; the remaining ones need a stronger field to follow the same gradient, and the factor rises above 2. The factor 2 thus belongs to \(n_0=p_0\).

In the same kind of integration, with a 1 % profile and \(D_n/D_p=100\), the simulated factors were 1.4920 for \(b=p_0\) and 2.9399 for \(b=-p_0/2\), against 1.4925 and 2.9412 from (4). Eigenvalues of the linearized equations in an applied field gave a profile speed of 0.4975 times the bare proton drift speed for \(b=p_0\), and 0.0000 for \(b=0\). In the latter case \(D/D_p\) was 1.9806 against the field-free 1.9802; the excess matches \(F_0^2\lambda_n^2=0.0004\) for the weak field used, \(F_0\lambda_n=0.02\).

## Where neutrality and nondegeneracy fail

**Proposition 3 (finite Debye length).** For fast electrons, \(b=0\), and a small perturbation of wavenumber \(k\),

\[
D=D_p\left(1+\frac1{1+k^2\lambda_n^2}\right). \tag{6}
\]

*Proof.* Fast electrons stay in equilibrium with the field, so the bracket in \(\mathbf J_n\) vanishes: \(\mathbf f=-\nabla\delta n/c\). For a plane wave \(\nabla\cdot\mathbf f=k^2\delta n/c\). Gauss's law, as in Lemma 1, gives \(\nabla\cdot\mathbf f=(\delta p-\delta n)/(c\lambda_n^2)\). Equating the two, \(\delta n=\delta p/(1+k^2\lambda_n^2)\). The proton equation is then

\[
\frac{\partial\delta p}{\partial t}=D_p(-k^2\delta p-c\nabla\cdot\mathbf f)=-D_pk^2(\delta p+\delta n),
\]

and inserting \(\delta n\) gives a decay rate \(Dk^2\) with \(D\) from (6). ∎

For \(k\lambda_n\ll1\) the factor is 2. For \(k\lambda_n\gg1\) the electrons do not follow the ripple. The protons' own repulsion then adds \(D_p/\lambda_n^2\) to the decay rate, which is small beside \(D_pk^2\), so the factor tends to 1.

**Proposition 4 (general electron statistics).** Let \(\eta\) be the Fermi level above the band edge divided by \(kT\), and let \(n\) count all electrons, free or in shallow states that exchange quickly with the band. For fast electrons and \(n=p\),

\[
D=D_p\left(1+\frac{d\eta}{d\ln n}\right). \tag{7}
\]

*Proof.* Fast electrons have a uniform electrochemical potential, \(kT\eta-e\phi=\text{const}\), where \(\mathbf E=-\nabla\phi\). Hence \(\nabla\eta=e\nabla\phi/kT=-\mathbf F\). Then \(\mathbf J_p=-D_p(\nabla p+p\nabla\eta)\), and with \(p=n\) one has \(p\nabla\eta=(d\eta/d\ln n)\nabla p\). ∎

For a parabolic band with density of states \(N_c\), the leading terms are \(n/N_c=e^\eta-e^{2\eta}/\sqrt8\). Inverting, \(\eta=\ln(n/N_c)+n/(\sqrt8N_c)\), so the factor is \(2+n/(\sqrt8N_c)\) at low density. Degeneracy raises it, because the lowest band states are increasingly occupied and further electrons must enter higher ones.

## Two Coulomb estimates

**Correlation.** Opposite charges attract, which lowers the free energy and weakens the drive to spread. Treat both species as classical point charges. With \(l_B=e^2/(4\pi\varepsilon kT)\) and \(\kappa^2=4\pi l_B(p+n)=8\pi l_Bc\), the screened potential energy around a unit charge is \(l_Be^{-\kappa r}/r\) in units of \(kT\). Subtracting the bare \(l_B/r\) and letting \(r\to0\) leaves \(-l_B\kappa\) from the cloud. Charging the particle gradually from zero halves this, so each species has an excess chemical potential \(\ln\gamma=-l_B\kappa/2\). Equilibrated electrons now give \(\mathbf F=-\nabla(\ln c+\ln\gamma)\), and the protons are driven by the same gradient once more. As \(\kappa\propto\sqrt c\),

\[
D=2D_p\left(1+\frac{d\ln\gamma}{d\ln c}\right)=2D_p\left(1-\frac{l_B\kappa}{4}\right). \tag{8}
\]

The proton mobility is held fixed here.

**Binding.** Let a proton bind an electron in one spin-degenerate level of depth \(E_b\). The neutral-to-proton ratio is \(r=2e^{\eta+E_b/kT}\). Since \(n=N_ce^\eta=p\), this is \(r=Kp\) with \(K=2e^{E_b/kT}/N_c\). The total hydrogen density is \(p+Kp^2\), with gradient \((1+2r)\nabla p\). If the neutral also hops with \(D_p\), the total flux is \(-2D_p\nabla p-D_p\nabla(Kp^2)=-2D_p(1+r)\nabla p\). The quotient is

\[
D=2D_p\,\frac{1+r}{1+2r}, \tag{9}
\]

which falls to \(D_p\) when all hydrogen is neutral. Formula (9) gives the bound level its full Boltzmann weight. If \(E_b\) is not much larger than \(kT\), as in the example below, a bound electron is not clearly distinct from the screening cloud, and (9) probably overstates the effect of binding. Estimates (8) and (9) describe partly the same attraction, so their corrections should not be added.

## Example: levelling a film during an anneal

Take a sealed film of thickness \(L=500\) nm at 600 K with \(c=10^{17}\ \mathrm{cm^{-3}}\), \(D_p=10^{-13}\ \mathrm{cm^2/s}\), electron mobility 10 cm²/Vs, relative permittivity 10 and effective mass 0.3 electron masses. With \(kT=51.70\) meV, \(D_n=10\times0.05170=0.517\ \mathrm{cm^2/s}\). The ratio \(D_n/D_p\) is \(5.2\times10^{12}\), so finite electron speed is irrelevant and \(D_a=2.0\times10^{-13}\ \mathrm{cm^2/s}\).

The profile \(c[1+0.5\cos(\pi x/L)]\) has zero slope at both walls, and by (2) its cosine part decays as \(e^{-t/\tau}\) with

\[
\tau=\frac{L^2}{\pi^2D_a}=\frac{(5\times10^{-5}\ \mathrm{cm})^2}{\pi^2\times2.0\times10^{-13}\ \mathrm{cm^2/s}}=1267\ \mathrm s\approx21\ \text{min}.
\]

Without the internal field it would be 42 min. In the neutral limit, which overstates the voltage and the peak field by about 2 % here, integrating (3) for fast electrons gives an initial voltage \((kT/e)\ln(1.5/0.5)=56.8\) mV across the film. The peak field is \(1.9\times10^{-3}\) MV/cm. Over a hop of 0.3 nm it changes the proton energy by about \(10^{-3}kT\), so linear drift is justified.

The neglected effects, each taken alone and evaluated at the mean density, move the factor 2 as follows. Where the factor depends on density, the value applies to the late stage of levelling, when the variation has become small.

- **Debye length.** \(\lambda_n=16.9\) nm gives \(k\lambda_n=\pi\times16.9/500=0.106\), and (6) gives 1.989. Time integration with \(D_n/D_p=10^4\) gave 1.988 for both a 1 % and a 50 % profile.
- **Degeneracy.** With \(N_c=1.17\times10^{19}\ \mathrm{cm^{-3}}\) the factor is 2.003. At \(10^{20}\ \mathrm{cm^{-3}}\) it would be 4.5.
- **Band tail.** Take tail states of \(10^{20}\ \mathrm{cm^{-3}\,eV^{-1}}\) at the band edge, decaying over 20 meV. They hold 22 % of the electrons, yet (7) gives 2.005. Most of these states are nearly empty, so their occupation also grows as \(e^\eta\), and \(d\eta/d\ln n\) stays near 1. This requires a tail clearly narrower than \(kT\). With the same edge density, a width of 50 meV gives 2.12 and a width of 100 meV gives 2.9; at 350 K, widths of 20 and 50 meV give 2.04 and 2.7.
- **Coulomb attraction.** With \(l_B=2.79\) nm, (8) gives 1.88. A hydrogenic level of 41 meV gives \(r=0.036\) and, from (9), 1.93.
- **Background charge.** By (5), donors of \(10^{16}\ \mathrm{cm^{-3}}\) give 1.91 and donors of \(10^{18}\ \mathrm{cm^{-3}}\) give 1.09; acceptors of \(5\times10^{16}\ \mathrm{cm^{-3}}\) give 3.0.
- **Thermal carriers.** For a 3 eV gap their scale is \(3\times10^6\ \mathrm{cm^{-3}}\), which is negligible.

At a use temperature of 350 K, an assumed activation energy of 1.0 eV lowers \(D_p\) to \(1.0\times10^{-19}\ \mathrm{cm^2/s}\). With the factor kept at 2, levelling takes about 40 years. The attraction matters more in the cold: (8) gives 1.74 and (9) gives 1.79. These values are rough: (8) is only the leading term in \(l_B\kappa\), which is about 0.5 here, and the next order in density can shift the factor by about 0.1.

**Comparison with real films.** The parameters above are round model values. If scattering alone set the electron mobility, the mean free path would be about 0.5 nm, well below the thermal wavelength of 5.6 nm. The sharp parabolic band behind \(N_c\) is therefore an idealization, and the values for degeneracy, band tail and binding are only indicative. A real film may also differ in several ways. It may be thinner: at 50 nm and the same density, \(k\lambda_n=1.06\), and (6) gives only about 1.5. Real films can also contain donors other than hydrogen, and these may remove most of the enhancement, as the value 1.09 shows. Hydrogen can also be held in immobile neutral sites, which breaks assumption 4. Suppose that each such site holds a proton and an electron, that few sites are filled, and that the exchange is fast. With \(p=n\) the density of held atoms is then \(K'p^2\), with \(K'\) constant, as in the binding estimate. If \(R=K'p\) such atoms accompany each mobile proton, the storage term becomes \((1+2R)\,\partial p/\partial t\), and the diffusivity is divided by \(1+2R\); for a small variation, \(R=9\) lengthens the levelling nineteenfold. A diffusivity deduced from a measured levelling rate may therefore be halved to obtain the bare \(D_p\) only if mobile hydrogen supplies essentially all the electrons, acceptors are negligible, the electrons are nondegenerate and much faster than the protons, trapping is negligible, any band tail is clearly narrower than \(kT\), any applied field is well below \(kT/(e\lambda_n)\), nearly all the mobile hydrogen is ionized (otherwise (9) lowers the factor), and the film is much thicker than \(\lambda_n\). Even then, the Coulomb estimates suggest an uncertainty of several per cent for the 600 K example. Most of the values quoted for the example are in the numerical output below.

## Calculated quantities

```
SIMULATED D/D_p, 50 % profile, no background
D_n/D_p=1: simulated 0.9997, formula 1.0000, drift/diffusion 0.0000
D_n/D_p=10: simulated 1.8175, formula 1.8182, drift/diffusion 0.8181
D_n/D_p=100: simulated 1.9795, formula 1.9802, drift/diffusion 0.9801
SIMULATED D/D_p with fixed background b, D_n/D_p=100
b/p=+1.0: simulated 1.4920, formula 1.4925
b/p=-0.5: simulated 2.9399, formula 2.9412
APPLIED FIELD, D_n/D_p=100: profile speed / bare proton drift speed
no background 0.0000, donors b=p 0.4975
D/D_p under that field, no background: 1.9806
EXAMPLE INPUTS
anneal 600 K, use 350 K, thickness 500 nm
density 1.0e+17 cm^-3, D_p 1.0e-13 cm^2/s, activation 1.0 eV
electron mobility 10 cm^2/Vs, permittivity 10, mass 0.3 m_e
gap 3.0 eV, hop 0.3 nm, profile amplitude 0.5
tail states 1.0e+20 cm^-3 eV^-1, width 20 meV
EXAMPLE RESULTS AT ANNEAL
kT = 51.70 meV
D_n = 0.5170 cm^2/s, D_n/D_p = 5.170e+12
D_a = 2.0000e-13 cm^2/s, shortfall from 2 D_p: 1.93e-13 (relative)
levelling time 1267 s = 21.1 min
levelling time without internal field 2533 s = 42.2 min
electron diffusion time L^2/(pi^2 D_n) = 4.90e-10 s
initial voltage across film 56.8 mV
initial peak field 1.88e-03 MV/cm
NEGLECTED EFFECTS AT ANNEAL: factor D/D_p in place of 2
Debye length 16.90 nm: factor 1.9888
same, simulated: 1 % profile 1.9880, 50 % profile 1.9880
N_c = 1.166e+19 cm^-3; degeneracy: factor 2.0030
degeneracy at 1e20 cm^-3: factor 4.51
background charge +1e+16 cm^-3: factor 1.909
background charge +1e+18 cm^-3: factor 1.091
background charge -5e+16 cm^-3: factor 3.000
Bjerrum length 2.79 nm; correlation: factor 1.883
binding 40.8 meV, neutral/proton 0.036: factor 1.932
tail states hold 21.6 % of electrons: factor 2.0053
thermal carrier scale N_c exp(-gap/2kT) = 2.9e+06 cm^-3
field energy per hop / kT = 1.1e-03
AT TEMPERATURE OF USE
D_p = 1.00e-19 cm^2/s, levelling time 1.27e+09 s = 40 years
correlation: factor 1.739
bound electrons, neutral/proton 0.132: factor 1.792
```
